# Why kinetic plus extrapolated energy is not conserved with smeared forces: test program

```python
"""
Result under test: with smeared occupations at fixed electron number and fixed
width kT, the ionic force is minus the slope of the free energy F = E - TS.
Hence K + F is conserved (K = ionic kinetic energy), whereas K + E0 with the
extrapolated energy E0 = (E + F)/2 = F + TS/2 varies by half of TS.

Symbols: E internal energy, TS width times electronic entropy, x ion coordinate,
levels +g*x and -g*x cross at x = 0 and hold two electrons, spring = ion spring
constant, u = g*x/(2 kT). Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import entr, erfc, expit

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_K = physical_constants["hartree-kelvin relationship"][0]
TIME_FS = physical_constants["atomic unit of time"][0] * 1e15

g, spring, kT, mass, x_start = 0.02, 0.15, 0.004, 50000.0, 1.0


def fill(levels, electrons, width, scheme="fermi"):
    """Occupations (0..1) of spin-paired levels and the entropy term TS."""
    def occupation(mu):
        z = (levels - mu) / width
        return expit(-z) if scheme == "fermi" else 0.5 * erfc(z)

    mu = brentq(lambda m: 2 * occupation(m).sum() - electrons,
                levels.min() - 40 * width, levels.max() + 40 * width,
                xtol=1e-15, rtol=1e-15)
    z = (levels - mu) / width
    if scheme == "fermi":
        entropy = entr(expit(-z)) + entr(expit(z))
    else:
        entropy = np.exp(-z**2) / (2 * np.sqrt(np.pi))
    return occupation(mu), 2 * width * entropy.sum()


def crossing(x, k=spring):
    """Force from occupations and level slopes, internal energy, TS."""
    slopes = np.array([g, -g])
    f, ts = fill(slopes * x, 2, kT)
    energy = 0.5 * k * x**2 + 2 * f @ (slopes * x)
    return -k * x - 2 * f @ slopes, energy, ts


def crossing_e0_force(x, h=1e-4):
    """Same energies, but the force is the numerical slope of E0."""
    def e0(y):
        _, energy, ts = crossing(y)
        return energy - 0.5 * ts
    _, energy, ts = crossing(x)
    return -(e0(x + h) - e0(x - h)) / (2 * h), energy, ts


def run(state, x, v, dt, steps):
    """Velocity Verlet; columns: time, x, kinetic energy, E, TS."""
    force, energy, ts = state(x)
    rows = [(0.0, x, 0.5 * mass * v**2, energy, ts)]
    for step in range(1, steps + 1):
        v += 0.5 * dt * force / mass
        x += dt * v
        force, energy, ts = state(x)
        v += 0.5 * dt * force / mass
        rows.append((step * dt, x, 0.5 * mass * v**2, energy, ts))
    return np.array(rows).T


def totals(trajectory):
    """K + F, K + E0 and K + E along a trajectory."""
    _, _, kinetic, energy, ts = trajectory
    return kinetic + energy - ts, kinetic + energy - ts / 2, kinetic + energy


# --- self-consistent mean-field model: which energy has the force as slope? ---
h_fixed = np.array([[0.0, 0.005, 0.0], [0.005, 0.0, 0.004], [0.0, 0.004, 0.02]])
h_slope = np.array([[0.04, 0.002, 0.0], [0.002, -0.03, 0.0], [0.0, 0.0, 0.01]])
repulsion, width_mf, x_mf = 0.02, 0.01, 0.3


def mean_field(x, scheme):
    h = h_fixed + x * h_slope
    n = np.full(3, 2 / 3)
    for _ in range(300):
        levels, c = np.linalg.eigh(h + np.diag(repulsion * n))
        f, ts = fill(levels, 2, width_mf, scheme)
        rho = (c * f) @ c.T
        change = 2 * np.diag(rho) - n
        n = n + 0.2 * change
    assert np.abs(change).max() < 1e-11
    energy = 2 * np.trace(rho @ h) + 0.5 * repulsion * (n**2).sum()
    return -2 * np.trace(rho @ h_slope), energy, ts


print("MEAN-FIELD MODEL, 3 orbitals, 2 electrons, hartree/bohr")
print(f"x = {x_mf} bohr, width = {width_mf} hartree, repulsion = {repulsion} hartree")
for scheme in ("fermi", "gauss"):
    h = 1e-4
    force_mf = mean_field(x_mf, scheme)[0]
    _, e_up, ts_up = mean_field(x_mf + h, scheme)
    _, e_dn, ts_dn = mean_field(x_mf - h, scheme)
    minus_dE = -(e_up - e_dn) / (2 * h)
    half_dTS = (ts_up - ts_dn) / (4 * h)
    minus_dF = minus_dE + 2 * half_dTS
    minus_dE0 = minus_dE + half_dTS
    assert abs(minus_dF - force_mf) < 1e-7
    assert abs(minus_dE0 - force_mf) > 1e-3
    print(f"{scheme}: force {force_mf:.6f}, -dF/dx {minus_dF:.6f}")
    print(f"{scheme}: -dE0/dx {minus_dE0:.6f}, -dE/dx {minus_dE:.6f}")

# --- dense spectrum: what E0 is good for ---
count, band = 2000, 0.5
ladder = band * ((np.arange(count) + 0.5) / count) ** (2 / 3)
zero_width = 2 * ladder[: count // 2].sum()
f_ladder, ts_ladder = fill(ladder, count, kT)
err_E = 2 * f_ladder @ ladder - zero_width
err_F, err_E0 = err_E - ts_ladder, err_E - ts_ladder / 2
fermi_level = band * 0.5 ** (2 / 3)
dos = 2 * 1.5 * count / band * np.sqrt(fermi_level / band)
sommerfeld = np.pi**2 / 6 * dos * kT**2
assert abs(err_E / sommerfeld - 1) < 5e-3
assert abs(err_F / sommerfeld + 1) < 5e-3
assert abs(err_E0) < 1e-3 * abs(err_E)
print(f"DENSE SPECTRUM, {count} levels, {count} electrons, band {band} hartree")
print(f"density of states at Fermi level: {dos:.1f} per hartree")
print(f"E - E(0): {err_E:.5f} hartree; F - E(0): {err_F:.5f} hartree")
print(f"(pi^2/6) D (kT)^2: {sommerfeld:.5f} hartree")
print(f"E0 - E(0): {err_E0:.2e} hartree")

# --- crossing model: closed forms against occupations found numerically ---
grid = np.linspace(0.0, 1.5, 151)
mismatch = []
for x in grid:
    u = g * x / (2 * kT)
    force, energy, ts = crossing(x)
    free = 0.5 * spring * x**2 - 4 * kT * np.log(2 * np.cosh(u))
    assert abs(energy - ts - free) < 1e-12
    assert abs(ts - 4 * kT * (np.log(2 * np.cosh(u)) - u * np.tanh(u))) < 1e-12
    assert abs(force - (-spring * x + 2 * g * np.tanh(u))) < 1e-12
    mismatch.append(crossing_e0_force(x)[0] - force)
    assert abs(mismatch[-1] - g * u / np.cosh(u) ** 2) < 1e-8
u_peak = brentq(lambda u: 2 * u * np.tanh(u) - 1, 0.1, 2)
peak = g * u_peak / np.cosh(u_peak) ** 2
assert abs(max(mismatch) / peak - 1) < 1e-3
ts_cross, ts_turn = crossing(0.0)[2], crossing(x_start)[2]
e0_cross = crossing(0.0)[1] - ts_cross / 2
bound = 2 * kT * np.log(2)
assert abs(e0_cross + bound) < 1e-12  # zero-width energy at x = 0 is zero

print("LEVEL-CROSSING MODEL")
print(f"g = {g} hartree/bohr, spring = {spring} hartree/bohr^2")
print(f"kT = {kT} hartree = {kT*HARTREE_EV:.4f} eV = {kT*HARTREE_K:.0f} K")
print(f"ion mass = {mass:.0f} electron masses, start x = {x_start} bohr")
print(f"u at start: {g*x_start/(2*kT):.3f}")
print(f"TS at crossing: {1e3*ts_cross:.4f} mhartree")
print(f"TS at turning point: {1e3*ts_turn:.4f} mhartree")
print(f"E0 - E(0) at crossing: {1e3*e0_cross:.4f} mhartree")
print(f"slope mismatch peak: {peak:.6f} hartree/bohr = {peak/g:.4f} g")
print(f"  at u = {u_peak:.4f}, x = {2*kT*u_peak/g:.4f} bohr")

# --- oscillation through the crossing with three time steps ---
predicted = 0.5 * (ts_cross - ts_turn)
duration, free_ranges, e0_ranges = 40000, [], []
print(f"predicted range of K+E0: {1e3*predicted:.4f} mhartree"
      f" = {predicted*HARTREE_EV:.4f} eV")
print(f"RANGES over {duration} a.u. = {duration*TIME_FS:.1f} fs, mhartree")
for dt in (40, 20, 10):
    path = run(crossing, x_start, 0.0, dt, duration // dt)
    r_free, r_e0, r_e = (np.ptp(total) for total in totals(path))
    free_ranges.append(r_free)
    e0_ranges.append(r_e0)
    assert abs(r_e0 / predicted - 1) < 0.02
    assert abs(r_e / (2 * predicted) - 1) < 0.02
    assert r_free < 0.02 * r_e0
    print(f"dt {dt} a.u. = {dt*TIME_FS:.3f} fs: K+F {1e3*r_free:.5f},"
          f" K+E0 {1e3*r_e0:.4f}, K+E {1e3*r_e:.4f}")
ratios = [free_ranges[0] / free_ranges[1], free_ranges[1] / free_ranges[2]]
assert all(3.5 < ratio < 4.5 for ratio in ratios)
print(f"K+F range ratio on halving dt: {ratios[0]:.3f}, {ratios[1]:.3f}")

print("FIRST PASSAGE, dt 10 a.u.: t (a.u.), x (bohr), then mhartree:")
print("t, x, K, F, TS/2, K+F, K+E0")
k_free, k_e0, _ = totals(path)
picks = [int(np.argmax(path[1] <= target)) for target in (1.0, 0.5, 0.25, 0.0)]
picks.append(int(np.argmin(path[1][:600])))
for i in picks:
    t, x, kinetic, energy, ts = path[:, i]
    print(f"{t:.0f}, {x:.4f}, {1e3*kinetic:.3f}, {1e3*(energy-ts):.3f},"
          f" {500*ts:.3f}, {1e3*k_free[i]:.3f}, {1e3*k_e0[i]:.3f}")

# --- one-way departure from the crossing, no spring: a false drift ---
v_out = 1e-3
away = run(lambda x: crossing(x, 0.0), 0.0, v_out, 10, 200)
free_away, e0_away, _ = totals(away)
step_free, step_e0 = free_away[-1] - free_away[0], e0_away[-1] - e0_away[0]
assert abs(step_e0 / (-bound) - 1) < 0.01
assert abs(step_free) < 0.01 * abs(step_e0)
print("ONE-WAY RUN, spring 0, start at crossing, dt 10 a.u.")
print(f"start speed {v_out} a.u., end x {away[1, -1]:.3f} bohr,"
      f" end t {away[0, -1]:.0f} a.u.")
print(f"change of K+F: {1e3*step_free:.5f} mhartree")
print(f"change of K+E0: {1e3*step_e0:.4f} mhartree = {step_e0*HARTREE_EV:.4f} eV")
print(f"-2 kT ln 2: {-1e3*bound:.4f} mhartree")

# --- forces taken from E0 instead: the roles are exchanged ---
swapped = run(crossing_e0_force, x_start, 0.0, 10, 1500)
swap_free, swap_e0, _ = (np.ptp(total) for total in totals(swapped))
assert swap_e0 < 0.01 * swap_free
print("RUN ON E0 FORCES, dt 10 a.u., 15000 a.u.")
print(f"range of K+F: {1e3*swap_free:.4f} mhartree")
print(f"range of K+E0: {1e3*swap_e0:.5f} mhartree")

print("done: every assertion held")
```

Running it gives:

```
MEAN-FIELD MODEL, 3 orbitals, 2 electrons, hartree/bohr
x = 0.3 bohr, width = 0.01 hartree, repulsion = 0.02 hartree
fermi: force 0.006993, -dF/dx 0.006993
fermi: -dE0/dx 0.012281, -dE/dx 0.017570
gauss: force 0.015458, -dF/dx 0.015458
gauss: -dE0/dx 0.019938, -dE/dx 0.024418
DENSE SPECTRUM, 2000 levels, 2000 electrons, band 0.5 hartree
density of states at Fermi level: 9524.4 per hartree
E - E(0): 0.25063 hartree; F - E(0): -0.25063 hartree
(pi^2/6) D (kT)^2: 0.25067 hartree
E0 - E(0): -2.47e-06 hartree
LEVEL-CROSSING MODEL
g = 0.02 hartree/bohr, spring = 0.15 hartree/bohr^2
kT = 0.004 hartree = 0.1088 eV = 1263 K
ion mass = 50000 electron masses, start x = 1.0 bohr
u at start: 2.500
TS at crossing: 11.0904 mhartree
TS at turning point: 0.6429 mhartree
E0 - E(0) at crossing: -5.5452 mhartree
slope mismatch peak: 0.008955 hartree/bohr = 0.4477 g
  at u = 0.7717, x = 0.3087 bohr
predicted range of K+E0: 5.2237 mhartree = 0.1421 eV
RANGES over 40000 a.u. = 967.6 fs, mhartree
dt 40 a.u. = 0.968 fs: K+F 0.03889, K+E0 5.1952, K+E 10.4189
dt 20 a.u. = 0.484 fs: K+F 0.00972, K+E0 5.2166, K+E 10.4403
dt 10 a.u. = 0.242 fs: K+F 0.00243, K+E0 5.2220, K+E 10.4457
K+F range ratio on halving dt: 4.001, 4.000
FIRST PASSAGE, dt 10 a.u.: t (a.u.), x (bohr), then mhartree:
t, x, K, F, TS/2, K+F, K+E0
0, 1.0000, 0.000, 34.893, 0.321, 34.893, 35.214
720, 0.4952, 37.597, -2.707, 2.182, 34.890, 37.072
920, 0.2375, 44.418, -9.528, 4.349, 34.890, 39.240
1100, -0.0053, 45.980, -11.090, 5.544, 34.891, 40.435
2190, -1.0000, 0.001, 34.892, 0.321, 34.893, 35.214
ONE-WAY RUN, spring 0, start at crossing, dt 10 a.u.
start speed 0.001 a.u., end x 3.226 bohr, end t 2000 a.u.
change of K+F: -0.00070 mhartree
change of K+E0: -5.5459 mhartree = -0.1509 eV
-2 kT ln 2: -5.5452 mhartree
RUN ON E0 FORCES, dt 10 a.u., 15000 a.u.
range of K+F: 5.2247 mhartree
range of K+E0: 0.00254 mhartree
done: every assertion held
```
